# Lloyd's formula and the Friedel sum rule from a local determinant: test program

```python
"""Lloyd's formula: the change in the number of states below E caused by a
local Hermitian perturbation V is, per spin,
    DN(E) = -(1/pi) Im ln det(1 - G0(E+i0) V),   G0(z) = 1/(z - H0),
with the determinant over the perturbed region only and the logarithm
continuous in the upper half plane. It equals (1/pi) * sum of eigenphases;
for a spherical scatterer, both spins: DN = (2/pi) sum_l (2l+1) delta_l.
Chain: energies in units of the hopping t. Sphere: Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_yn


def lloyd_count(g0v):
    """States gained per spin: principal arguments of the factors 1 - mu_i."""
    return -np.angle(1 - np.linalg.eigvals(g0v)).sum() / np.pi


def thermal_average(count, mu, kT):
    """Integral of count(E) * (-df/dE) for the Fermi function f."""
    step = 0.8
    x = np.arange(-20, 21) * step
    weights = step / (4 * np.cosh(x / 2)**2)
    return sum(w * count(mu + kT * s) for w, s in zip(weights, x))


# ---------- infinite chain with three perturbed sites ----------
V = np.array([[-0.5, 0.2, 0.0], [0.2, -1.0, 0.1], [0.0, 0.1, -0.3]])
sites = np.arange(3)
distance = abs(sites[:, None] - sites[None, :])


def chain_g0(z):
    root = np.sqrt(z - 2 + 0j) * np.sqrt(z + 2 + 0j)
    return ((-z + root) / 2)**distance / root


def chain_det(z):
    return np.linalg.det(np.eye(3) - chain_g0(z) @ V)


def chain_count(energy):
    return lloyd_count(chain_g0(energy + 1e-10j) @ V)


# Independent side: every eigenvalue of a long ring
n_ring = 1200
H = np.zeros((n_ring, n_ring))
index = np.arange(n_ring)
H[index, (index + 1) % n_ring] = -1
H[(index + 1) % n_ring, index] = -1
free_levels = -2 * np.cos(2 * np.pi * index / n_ring)
H[:3, :3] += V
levels, vectors = np.linalg.eigh(H)

# Determinant over all sites against the 3x3 determinant, and its derivative
z = 0.3 + 0.1j
full_ratio = np.exp(np.sum(np.log(z - levels) - np.log(z - free_levels)))
assert abs(full_ratio - chain_det(z)) < 1e-8
trace_change = np.sum(1 / (z - levels)) - np.sum(1 / (z - free_levels))
dz = 1e-4
log_slope = np.log(chain_det(z + dz) / chain_det(z - dz)) / (2 * dz)
assert abs(trace_change - log_slope) < 1e-5

# Bound state: zero of the determinant and unit step of the count
e_bound = brentq(lambda e: chain_det(e).real, -4, -2 - 1e-6, xtol=1e-13)
assert abs(e_bound - levels[0]) < 1e-8
n_bound = int(np.sum(levels < -2 - 1e-6))
e_gap = (e_bound - 2) / 2
assert abs(chain_count(e_gap) - n_bound) < 1e-6
assert abs(chain_count(e_bound - 0.1)) < 1e-6
assert abs(chain_count(3.0)) < 1e-6 and levels[-1] < 3

print("CHAIN (energies in units of t, counts per spin)")
print("site-level changes:", np.diag(V), " bond changes:", V[0, 1], V[1, 2])
print(f"ring used for the check: {n_ring} sites")
print(f"bound level from 3x3 determinant: {e_bound:.6f} t")
print(f"lowest ring eigenvalue:           {levels[0]:.6f} t")
print(f"Lloyd count between bound level and band: {chain_count(e_gap):.6f}")

# The count includes the tails of the bound state outside the three sites
bound_density = vectors[:, 0]**2
inside = bound_density[:3].sum()
decay = np.exp(-2 * np.arccosh(-e_bound / 2))
tails = (bound_density[0] + bound_density[2]) * decay / (1 - decay)
assert abs(chain_count(e_gap) - inside - tails) < 1e-6
assert tails > 1e-3
print(f"of this state, on the three sites: {inside:.6f}, "
      f"in the tails outside: {tails:.6f}")

kT_chain = 0.05
print(f"thermal smoothing kT = {kT_chain} t")
print("mu/t  DN sharp  Lloyd smoothed  ring smoothed  on 3 sites  elsewhere")
for mu in (-1.0, 0.0, 1.0):
    smooth = thermal_average(chain_count, mu, kT_chain)
    occupation = expit((mu - levels) / kT_chain)
    free_occupation = expit((mu - free_levels) / kT_chain)
    ring = np.sum(occupation - free_occupation)
    assert abs(smooth - ring) < 2e-6
    local = np.sum(vectors[:3]**2 @ occupation) - 3 * free_occupation.mean()
    print(f"{mu:4.1f}  {chain_count(mu):.6f}  {smooth:.6f}        "
          f"{ring:.6f}       {local:.6f}    {ring - local:+.6f}")

# S matrix by wave matching, by the T matrix, and from the count
h3 = V - (distance == 1)
for energy in (-1.3, -0.4, 0.9):
    k = np.arccos(-energy / 2)
    p = np.exp(1j * k)
    M = energy * np.eye(3) - h3
    A = M @ np.diag([1, 1, p**2]) + np.diag([p, 0, p**3])
    from_left = np.linalg.solve(A, -(M[:, 0] + np.array([1 / p, 0, 0])))
    from_right = np.linalg.solve(
        A, -(M[:, 2] * p**-2 + np.array([0, 0, p**-3])))
    S = np.array([[from_left[2], from_right[2]],
                  [from_left[0], from_right[0]]])
    waves = np.array([np.exp(1j * k * sites), np.exp(-1j * k * sites)]).T
    T = V @ np.linalg.inv(np.eye(3) - chain_g0(energy + 1e-12j) @ V)
    S_from_T = np.eye(2) - 1j / (2 * np.sin(k)) * waves.conj().T @ T @ waves
    assert np.allclose(S, S_from_T, atol=1e-8)
    phase_factor = np.exp(2j * np.pi * chain_count(energy))
    assert abs(np.linalg.det(S) - phase_factor) < 1e-7
    if energy == -0.4:
        d = np.linalg.det(S)
        print(f"E = {energy} t: det S by matching = {d.real:.6f} "
              f"{d.imag:+.6f}i")
        print(f"E = {energy} t: exp(2 pi i DN)    = {phase_factor.real:.6f} "
              f"{phase_factor.imag:+.6f}i, DN = {chain_count(energy):.6f}")

# ---------- spherical well in a free-electron gas ----------
k_fermi, radius, charge, l_max = 1.0, 2.0, 1.0, 6
e_fermi = k_fermi**2 / 2
nodes, node_weights = np.polynomial.legendre.leggauss(90)
r = radius * (nodes + 1) / 2
w = radius * node_weights / 2
r_less = np.minimum(r[:, None], r[None, :])
r_more = np.maximum(r[:, None], r[None, :])


def partial_count(l, energy, depth):
    """Lloyd count of one (l, m, spin) channel by a Fredholm determinant."""
    k = np.sqrt(2 * energy)
    hankel = spherical_jn(l, k * r_more) + 1j * spherical_yn(l, k * r_more)
    g0 = -2j * k * r_less * r_more * spherical_jn(l, k * r_less) * hankel
    return lloyd_count(g0 * (-depth * w)[None, :])


def sphere_count(energy, depth):
    return sum(2 * (2 * l + 1) * partial_count(l, energy, depth)
               for l in range(l_max + 1))


def matched_phase(l, k, depth):
    """Phase shift, modulo pi, from continuity at the edge of the well."""
    q = np.sqrt(k**2 + 2 * depth)
    inner = spherical_jn(l, q * radius)
    slope = q * spherical_jn(l, q * radius, derivative=True)
    x = k * radius
    top = (k * spherical_jn(l, x, derivative=True) * inner
           - slope * spherical_jn(l, x))
    bottom = (k * spherical_yn(l, x, derivative=True) * inner
              - slope * spherical_yn(l, x))
    return np.arctan(top / bottom)


depth = brentq(lambda v: sphere_count(e_fermi, v) - charge, 0.02, 0.6,
               xtol=1e-10)
hartree_ev = constants.value("Hartree energy in eV")
print("SPHERICAL WELL (Hartree atomic units, both spins)")
print(f"k_F = {k_fermi} 1/bohr, E_F = {e_fermi} hartree, "
      f"radius = {radius} bohr, Z = {charge}")
print(f"depth that satisfies the sum rule: {depth:.5f} hartree "
      f"= {depth * hartree_ev:.3f} eV")
print("l   delta_l (Lloyd)/rad   delta_l (matching)/rad   electrons")
friedel_sum = 0.0
for l in range(l_max + 1):
    delta = np.pi * partial_count(l, e_fermi, depth)
    matched = matched_phase(l, k_fermi, depth)
    matched += np.pi * np.round((delta - matched) / np.pi)
    assert abs(delta - matched) < 2e-4   # quadrature of a kinked kernel
    electrons = 2 * (2 * l + 1) * matched / np.pi
    friedel_sum += electrons
    if l <= 4:
        print(f"{l}   {delta:.5f}               {matched:.5f}"
              f"                  {electrons:.5f}")
assert abs(friedel_sum - charge) < 5e-4
print(f"Friedel sum from matched phase shifts, l = 0 to {l_max}: "
      f"{friedel_sum:.5f}")

# Count electrons directly: radial Hamiltonians on a grid in a large box
h, box, kT = 0.04, 80.0, 0.025
grid = h * np.arange(1, int(round(box / h)))
well = np.where(grid < radius - h / 2, -depth, 0.0)
well[abs(grid - radius) < h / 2] = -depth / 2
off = np.full(len(grid) - 1, -0.5 / h**2)
box_count, bound_levels = 0.0, 0
for l in range(l_max + 1):
    diagonal = 1 / h**2 + l * (l + 1) / (2 * grid**2)
    e_free = eigh_tridiagonal(diagonal, off, eigvals_only=True)
    e_well = eigh_tridiagonal(diagonal + well, off, eigvals_only=True)
    box_count += 2 * (2 * l + 1) * np.sum(
        expit((e_fermi - e_well) / kT) - expit((e_fermi - e_free) / kT))
    bound_levels += int(np.sum(e_well < 0))
smooth_sphere = thermal_average(lambda e: sphere_count(e, depth), e_fermi, kT)
assert abs(box_count - smooth_sphere) < 3e-3   # finite-difference grid error
print(f"box radius {box} bohr, grid step {h} bohr, kT = {kT} hartree")
print(f"smoothed count: Lloyd {smooth_sphere:.5f}, box {box_count:.5f}")
print(f"negative levels of the well in the box: {bound_levels}")

# Weak potential: density of states times the integrated well
volume = 4 * np.pi * radius**3 / 3
dos = k_fermi / np.pi**2
weak = 1e-4
assert abs(sphere_count(e_fermi, weak) / (dos * volume * weak) - 1) < 2e-3
print(f"free density of states at E_F: {dos:.5f} per hartree per bohr^3")
print(f"first-order estimate of DN at the full depth: "
      f"{dos * volume * depth:.5f}")
print("all tests passed")
```

Running it gives:

```
CHAIN (energies in units of t, counts per spin)
site-level changes: [-0.5 -1.  -0.3]  bond changes: 0.2 0.1
ring used for the check: 1200 sites
bound level from 3x3 determinant: -2.217499 t
lowest ring eigenvalue:           -2.217499 t
Lloyd count between bound level and band: 1.000000
of this state, on the three sites: 0.749841, in the tails outside: 0.250159
thermal smoothing kT = 0.05 t
mu/t  DN sharp  Lloyd smoothed  ring smoothed  on 3 sites  elsewhere
-1.0  0.300999  0.301414        0.301414       0.300842    +0.000572
 0.0  0.365612  0.365889        0.365890       0.377128    -0.011239
 1.0  0.481795  0.481412        0.481412       0.558303    -0.076891
E = -0.4 t: det S by matching = -0.475288 +0.879830i
E = -0.4 t: exp(2 pi i DN)    = -0.475288 +0.879830i, DN = 0.328828
SPHERICAL WELL (Hartree atomic units, both spins)
k_F = 1.0 1/bohr, E_F = 0.5 hartree, radius = 2.0 bohr, Z = 1.0
depth that satisfies the sum rule: 0.26381 hartree = 7.179 eV
l   delta_l (Lloyd)/rad   delta_l (matching)/rad   electrons
0   0.57191               0.57189                  0.36407
1   0.27487               0.27486                  0.52495
2   0.03186               0.03186                  0.10140
3   0.00203               0.00203                  0.00904
4   0.00008               0.00008                  0.00048
Friedel sum from matched phase shifts, l = 0 to 6: 0.99996
box radius 80.0 bohr, grid step 0.04 bohr, kT = 0.025 hartree
smoothed count: Lloyd 0.99925, box 0.99957
negative levels of the well in the box: 0
free density of states at E_F: 0.10132 per hartree per bohr^3
first-order estimate of DN at the full depth: 0.89570
all tests passed
```
